The arctangent law of nucleation-limited switching and its error, part 2

A poled ferroelectric film receives a pulse of opposite sign, with constant field from t = 0. The film consists of regions of equal area, each of which reverses as a whole after one nucleation event, without back-switching or growth into its neighbours. The mean waiting time τ of a region is fixed but differs between regions. We ask for the mean switched fraction p and for the accuracy of simple formulas for it.

ln is the natural logarithm, y = ln(τ/τ1) and x = ln(t/τ1), where τ1 is the median waiting time. The density of y is assumed to be the Lorentzian

L(y) = w / [π(y² + w²)],

with half-width w = w10 ln 10, so that w10 is the half-width in decades. A region has switched by time t with probability K(x − y), where

K(u) = 1 − exp(−e^u).

U is the logarithm of a unit exponential variable. The probability that U ≤ u is K(u), the mean of U is −γ = −0.5772 and its variance is π²/6. Angle brackets denote averages. The earlier results are

full average: p(x) = ∫ L(y) K(x − y) dy = ⟨C(x − U)⟩,

plain law: C(x) = 1/2 + (1/π) arctan(x/w), with error at most 1.016/(πw),

shifted law: C(x + γ), with error at most 0.170/w².

The plain law, or arctangent law, replaces K by a sharp step from zero to one at u = 0. Its leading correction is

p(x) = C(x) + γL(x) + terms of order 1/w².

With X = x + γ, the next term is the last one in

p(x) ≈ C(X) − (π/6) wX/(X² + w²)².

In the plain law the fraction q is reached at

t_q = τ1 exp{w tan[π(q − 1/2)]},

and the 10–90 % span is 6.155 w10 decades. The shifted law multiplies every t_q by e^(−γ). The next term multiplies it further by e^δ, where X_q = w tan[π(q − 1/2)] and

δ = (π²/6) X_q/(X_q² + w²).

If the plain law is fitted to a broad response with a free centre time t_c, then τ1 ≈ t_c e^γ = 1.78 t_c.

The change of polarization is ΔP = 2Ps p, from −Ps to +Ps in each reversed region.

### 2.3 The slow tails

For x > 0 the identity arctan(x/w) = π/2 − arctan(w/x) turns the plain law into

1 − C(x) = (1/π) arctan(w/x) ≈ w/(πx)  for x ≫ w.

By symmetry C(x) ≈ w/(π|x|) for x far below −w. Both tails fall as the inverse of the logarithm of time, which is very slow.

The full average has the same tails. In p = ⟨C(x − U)⟩ the displacement U is of order one, and a value comparable with |x| is rare. At early times, the probability that U < x/2 is K(x/2), which is smaller than e^(x/2) and thus negligible against 1/|x| when |x| is large. At late times, the probability that U > x/2 is exp(−e^(x/2)), which is smaller still. A large negative U at late times reduces the unswitched fraction and has too little weight to matter. The leading correction again replaces x by x + γ. It raises the early tail and lowers the late one by the relative amount γ/|x|.

At |x| = 40w with w10 = 1, quadrature of the full average gives 0.00801 for the early tail and 0.00791 for the late one, against 0.00796 from the formula. Here |x| = 92, so γ/|x| = 0.6 %, which accounts for both differences.

The early tail belongs to the distribution and not to the single event. One exponential event gives p ≈ t/τ at early times, which is far smaller. For a narrow distribution this linear part can exceed the Lorentzian tail over a range of times, and the tail formula requires both |x| ≫ w and e^(−|x|) ≪ w/(π|x|).

### 2.4 The narrow limit

With y = ws, the full average becomes

p(x) = ∫ K(x − ws) ds/[π(1 + s²)].

As w → 0 at fixed x, K(x − ws) tends to K(x) for every s. Since K never exceeds one, the limit may be taken under the integral, and p(x) → K(x). The single exponential has returned. Its quantiles follow from 1 − exp(−t/τ1) = q:

t_q = τ1 ln[1/(1 − q)].

The ratio of the 90 % time to the 10 % time is ln 10/ln(10/9), or 1.340 decades. No distribution is needed to produce a span of this size, and a measured span close to it gives no support to the arctangent law.

The plain law fails in this limit. It shrinks to a sharp step at t = τ1 and gives 1/2 there for every w, whereas K(0) = 0.632. The change from failure to accuracy is seen in the largest errors found on a grid of times, with the bounds in brackets:

w10 = 0.1: plain 0.333 (1.40), shifted 0.268 (3.21)
w10 = 0.5: plain 0.137 (0.281), shifted 0.069 (0.128)
w10 = 1.0: plain 0.076 (0.140), shifted 0.025 (0.032)
w10 = 3.0: plain 0.0265 (0.047), shifted 0.0034 (0.0036)

All are absolute errors in the switched fraction, against the full average. For w10 = 0.1 the bounds exceed one and say nothing, and neither law is usable. For w10 = 1 the plain law is a rough description and the shifted law is good to a few per cent of the full polarization change.

### 2.5 Worked example

Consider a model film with round parameters: τ1 = 1 µs, w10 = 1 decade and Ps = 20 µC/cm². Then w = ln 10 = 2.3026.

At t = 0.01 µs we have x = ln 0.01 = −4.605 and x/w = −2. The plain law gives

C = 0.5 − arctan(2)/π = 0.5 − 0.352 = 0.148.

For the shifted law, (x + γ)/w = (−4.605 + 0.577)/2.3026 = −1.749, and

C = 0.5 − arctan(1.749)/π = 0.5 − 0.335 = 0.165.

The full average is 0.179. At three times the comparison reads:

t = 0.01 µs: full 0.179, plain 0.148, shifted 0.165
t = 1 µs: full 0.560, plain 0.500, shifted 0.578
t = 100 µs: full 0.861, plain 0.852, shifted 0.867

The plain law is too low at all three times, in agreement with the sign of the leading term γL(x). The shifted law is too low at the first time and too high at the other two, which is the pattern of the next term. At t = 1 µs, X = γ, and that term is

−(π/6)(2.3026 × 0.5772)/(0.333 + 5.302)² = −0.022.

It lowers the shifted value from 0.578 to 0.556, closer to 0.560. The same formula gives +0.010 at 0.01 µs and −0.006 at 100 µs, hence 0.176 and 0.861. These are three points at one width and do not establish a uniform accuracy.

The switched polarization at 1 µs is 2 × 20 × 0.560 = 22.4 µC/cm² from the full average and 20.0 µC/cm² from the plain law.

The times for given fractions show the shift more strongly. The plain law gives 0.00084 µs, 1 µs and 1196 µs for 10, 50 and 90 %. The full average gives 0.00036 µs, 0.60 µs and 806 µs. The ratios full/plain are 0.43, 0.60 and 0.67, whereas a pure shift would give 0.56 in each case. The correction δ supplies most of the spread. For q = 0.9, X_q = 2.3026 × 3.078 = 7.087, and

δ = 1.645 × 7.087/(50.22 + 5.30) = 0.210.

For q = 0.1 it has the opposite sign. The predicted ratios are 0.5615 e^(−0.210) = 0.46 and 0.5615 e^(0.210) = 0.69. The 10–90 % span should grow by 2 × 0.210/2.3026 = 0.18 decade; the full average has 6.354 decades instead of 6.155, a growth of 0.20. At the median δ vanishes, and the difference between 0.60 and 0.56 comes from terms beyond this order.

### 2.6 Repeated pulses

Suppose that n pulses of the same field and of length d are applied without resetting the film, and that nothing relaxes between them. A region with waiting time τ survives each pulse with probability exp(−d/τ), and all of them with probability exp(−nd/τ). After averaging, the switched fraction is the full average evaluated at the total time nd.

It would be wrong to multiply the averaged survival probabilities and write 1 − [1 − p(d)]^n. That would give the regions new waiting times before each pulse. For n > 1 and z = exp(−d/τ), the average of z^n is at least the nth power of the average of z, because z^n is a convex function. The incorrect formula therefore predicts too much switching. In the example, two pulses of 1 µs give p = 0.636, whereas the incorrect product gives 1 − 0.4404² = 0.806. The regions left after the first pulse are predominantly slow ones.

### 2.7 Fluctuations in a small capacitor

Let the capacitor contain N independent regions, and let n_i be one if region i has switched and zero otherwise. The switched fraction is f = (1/N) Σ n_i. There are two kinds of scatter.

First, compare different films, each with freshly drawn waiting times. Then each n_i is one with probability p, and since n_i² = n_i its variance is p − p². The variances of independent variables add, so

var f (between films) = p(1 − p)/N.

Second, reset one film completely and repeat the same pulse. The waiting times stay fixed, and region i switches with its own probability K_i. The variance is (1/N²) Σ K_i(1 − K_i), whose average over films is ⟨K(1 − K)⟩/N. With s = t/τ,

K(1 − K) = (1 − e^(−s))e^(−s) = e^(−s) − e^(−2s) = (1 − e^(−2s)) − (1 − e^(−s)).

The first bracket is the switching probability at time 2t, and the second is that at time t. Therefore

var f (between cycles) = [p(x + ln 2) − p(x)]/N.

The cycle noise is thus fixed by the mean response at two times. For a broad distribution the difference is ln 2 times the slope, so the variance tends to ln 2 · L(x)/N. The sharp step gives K = 0 or 1 for every region and hence no cycle noise at all. It may serve for the mean, but it removes the randomness from which this noise arises.

For N = 100 and t = 1 µs in the example, the standard deviation between films is

√(0.5596 × 0.4404/100) = 0.050,

and the root-mean-square value between cycles is

√[(0.6357 − 0.5596)/100] = 0.028.

Random sampling of regions gives the same values to this accuracy. Multiplied by 2Ps = 40 µC/cm², they are 2.0 and 1.1 µC/cm². The broad-distribution estimate ln 2/(πw) = 0.096 for the difference 0.076 is about a quarter too high, so at this width the difference itself should be used. If only the waiting times of neighbours are correlated, the variance between films changes but the average cycle variance does not. Correlations between the switching events themselves can change both.

### 2.8 Implementation and limits

For w10 of one decade or more, the shifted law is a suitable closed form if errors of a few per cent of 2Ps are acceptable. For narrower distributions the full average should be integrated. The substitution y = w tan θ gives dy = w dθ/cos²θ and y² + w² = w²/cos²θ, so L(y) dy = dθ/π and

p(x) = (1/π) ∫ from −π/2 to π/2 of K(x − w tan θ) dθ.

The interval is finite, but the integrand has a step near tan θ = x/w whose width in θ is about w/(x² + w²). The step is narrow for large w and, for any w, in the tails |x| ≫ w, most of all when w is small. For w10 = 0.1 and x = −10 the width is 0.002, and a 100-point Gauss rule is off by 2 %. A fixed grid must resolve this step, or the interval should be split there. For very negative u, K(u) should be evaluated with a function for e^z − 1, since the direct difference of nearly equal numbers loses digits.

The Lorentzian is a modelling choice. One possible origin is a Lorentzian spread of local fields F, with half-width w_F about F0. If ln τ is linear in F over the relevant range, it inherits the Lorentzian form with w = |d ln τ/dF| w_F. For Merz's law, τ = τ∞ exp(Fa/F), the derivative is −Fa/F², and w = Fa w_F/F0². If w_F stays fixed, or grows in proportion to F0, the response in this picture becomes narrower as the field increases. The linear relation requires field deviations that are small compared with F0, and for Merz's law it can fail well before the far tails. Take τ∞ = 1 ps, τ1 = 1 µs and w10 = 1. Then Fa/F0 = ln(τ1/τ∞) = 13.82 and w_F/F0 = 1/6. The regions at the 90 % quantile of waiting times have F = F0(1 − 3.078/6) = 0.487F0, so Merz's law gives ln(τ/τ1) = 13.82/0.487 − 13.82 ≈ 14.6, whereas the linear relation gives 7.1. In such a case a Lorentzian spread of fields does not produce the arctangent law over the whole curve. Merz's law also allows no τ below τ∞ for positive F. In this example 5.3 % of the regions have F ≤ 0. They do not switch at all and are counted as the slowest in the quantile above, so the switched fraction saturates at 0.947.

The tails are accordingly the least reliable part of the model. The Lorentzian has no finite mean or variance of ln τ. In the example it assigns waiting times below 1 ps to 5.3 % of the regions, and by the tail formula 99 % switching would take about 32 decades beyond τ1. If waiting times below a cutoff y_a are excluded, the remaining density must be divided by 1 − C(y_a), and the sharp-step result for x > y_a becomes

p(x) ≈ [C(x) − C(y_a)]/[1 − C(y_a)].

With the cutoff at 1 ps, the value at 1 µs falls from 0.500 to (0.500 − 0.053)/0.947 = 0.472. A cutoff thus affects the centre of the curve as well as its tail, and τ1 is then no longer the median of the remaining regions.

The results also assume a constant field during the pulse, a single memoryless nucleation step per region and no growth from one region into another. Fits to measured films often use 1 − exp[−(t/τ)^n] for one region, frequently with n = 2. Then U is replaced by U/n, the shift γ by γ/n, and the ln 2 in the cycle noise by (ln 2)/n. For n = 2 the factor 1.78 becomes 1.33 and the single-event span of 1.340 decades becomes 0.670. If the circuit limits the rise of the field, the early part of the curve reflects the circuit and should not be fitted with these formulas. The main computed values are listed in the numerical output that follows.

Calculated quantities

```
median waiting time tau1 = 1.0 us
half-width w10 = 1.0 decade, w = 2.3026 (natural log)
Ps = 20.0 uC/cm^2, regions N = 100
mean of U = -0.5772, variance of U = 1.6449
mean of |U| = 1.0160
time factor exp(-gamma) = 0.5615
switched fraction: t (us), full average, plain law, shifted law
     0.0001  0.0851  0.0780  0.0830
     0.0100  0.1788  0.1476  0.1653
     1.0000  0.5596  0.5000  0.5782
   100.0000  0.8614  0.8524  0.8669
  10000.0000  0.9254  0.9220  0.9265
times to reach fraction q: q, plain law (us), full average (us)
  0.1  0.0008362  0.0003571
  0.5  1  0.5961
  0.9  1196  806.4
10-90 % span, plain law = 6.155 decades
10-90 % span, full average = 6.354 decades
10-90 % span, single exponential = 1.340 decades
switched polarization at 1 us, full = 22.39 uC/cm^2
switched polarization at 1 us, plain = 20.00 uC/cm^2
largest errors on the grid and bounds (fractions):
  w10 (decades), plain error, bound, shifted error, bound
  0.1  0.3332  1.4045  0.2680  3.2072
  0.5  0.1366  0.2809  0.0690  0.1283
  1.0  0.0762  0.1404  0.0249  0.0321
  3.0  0.0265  0.0468  0.0034  0.0036
tails at |x| = 40 w: early 0.00801, late 0.00791, tail formula 0.00796
fraction of regions with tau below 1 ps = 0.0526
full average at 2 us = 0.6357
std between films at 1 us = 0.0496, sampled 0.0497
rms std between cycles at 1 us = 0.0276, sampled 0.0276
```
